\section*{Why trap filling creeps on after the neutral region saturates}

\section{The result}

In a Schottky diode pulsed from reverse to zero bias, traps in neutral material fill exponentially, with time constant $\tau$. The signal then keeps growing, because traps on the depleted side of the edge see the thinning tail of free electrons and capture ever more slowly. A filling front climbs this tail. At pulse duration $t$ its depth beyond the depletion edge is
\begin{equation}
y_f\simeq L\sqrt{2\left[\ln(t/\tau)+\gamma-1\right]},\qquad
\frac{dy_f}{d\ln t}\simeq\frac{L^2}{y_f}=\frac{kT}{qF},
\label{front}
\end{equation}
where $L$ is the Debye length, $\gamma\simeq0.577$ is Euler's constant and $F$ is the magnitude of the field at the front. Each factor $e$ in time carries the front across the distance in which the bands bend by $kT$. Since $F$ grows along the way, the law is the square root of a logarithm. In the example below it passes roughly for a logarithm over two decades, and it ends near $t=1/e_n$, when emission balances capture.

\section{Capture at a fixed electron density}

Take uniform n-type doping $N_D$ and a single trap level of density $N_T\ll N_D$, with capture coefficient $c_n$ and emission rate $e_n$. Hole processes are neglected. The filled fraction $f$ obeys
\begin{equation}
\frac{df}{dt}=c_n n(1-f)-e_n f .
\end{equation}
At zero bias the electrons are in equilibrium, and $N_T\ll N_D$ keeps their profile nearly fixed during the pulse. With $n$ constant in time and traps initially empty,
\begin{equation}
f=\frac{c_n n}{c_n n+e_n}\left[1-e^{-(c_n n+e_n)t}\right].
\label{rate}
\end{equation}
In neutral material $n=N_D$ and $c_nN_D\gg e_n$, so $f\simeq1-e^{-t/\tau}$ with $\tau=1/(c_nN_D)$. This part saturates within a few $\tau$.

\section{The Debye tail}

Let $u$ be the upward band bending in units of $kT$, measured from neutral material. Boltzmann statistics give $n=N_De^{-u}$, so the local capture time is $\tau e^{u}$. With $x$ measured from the metal, Poisson's equation is
\begin{equation}
L^2\frac{d^2u}{dx^2}=1-e^{-u},\qquad L^2=\frac{\varepsilon kT}{q^2N_D}.
\end{equation}
Multiply by $du/dx$ and integrate from neutral material, where $u$ and its slope vanish:
\begin{equation}
\frac{L^2}{2}\left(\frac{du}{dx}\right)^2=u-1+e^{-u}.
\label{first}
\end{equation}

Define the depletion width $W$ by the total charge, so that the surface field is $qN_DW/\varepsilon$. Where electrons are scarce, Gauss's law makes the field fall linearly from the metal, so $|du/dx|=y/L^2$ with $y=W-x$. Inserting this in (\ref{first}) and dropping $e^{-u}$ gives
\begin{equation}
u\simeq1+\frac{y^2}{2L^2},\qquad
n\simeq N_D\,e^{-1-y^2/(2L^2)} .
\label{tail}
\end{equation}
The factor $e^{-1}$ belongs to this definition of the edge. It represents the electrons that spill across the edge, which a sharp boundary leaves out. At the surface, (\ref{tail}) gives $W=L\sqrt{2(u_s-1)}$, with $u_s$ the surface bending. Equation (\ref{tail}) is an asymptotic form: the numerical Poisson solution agrees with it to about 1\% at $y=2L$, but gives $n=0.55N_D$ at $y=0$, where the formula gives $0.37N_D$.

\section{The moving front}

For $t\ll1/e_n$, and where $c_nn$ exceeds $e_n$, equation (\ref{rate}) reduces to
\begin{equation}
f=1-\exp\left(-\frac{t}{\tau}e^{-u}\right).
\end{equation}
This depends on $t$ and $u$ only through $\ln(t/\tau)-u$. The front keeps its shape in $u$ and advances by one unit per factor $e$ in time.

The equivalent sharp front is found from the area under $f$. Put $\theta=t/\tau$ and $s=\theta e^{-u}$, so that $du=-ds/s$. Then integrate by parts, using $\int_0^\infty e^{-s}\ln s\,ds=-\gamma$:
\begin{align}
\int_0^\infty f\,du&=\int_0^\theta\frac{1-e^{-s}}{s}\,ds
=(1-e^{-\theta})\ln\theta-\int_0^\theta e^{-s}\ln s\,ds\nonumber\\
&=(1-e^{-\theta})\ln\theta+\gamma+\int_\theta^\infty e^{-s}\ln s\,ds\nonumber\\
&=\ln\theta+\gamma+\int_\theta^\infty\frac{e^{-s}}{s}\,ds .
\end{align}
The last integral is negligible after a few $\tau$. The front therefore sits at $u_f=\ln(t/\tau)+\gamma$, and setting $u=u_f$ in (\ref{tail}) gives $y_f$ in (\ref{front}). Differentiating $y_f^2=2L^2(u_f-1)$ gives $2y_f\,dy_f=2L^2\,d\ln t$, which is the second part of (\ref{front}).

Two corrections follow from the same picture. First, $-\partial f/\partial u$ is a distribution with mean $u_f$ and variance $\pi^2/6$. Averaging the curved function $y(u)=L\sqrt{2(u-1)}$ over it changes the depth by half the variance times $y''$:
\begin{equation}
\delta y_1=-\frac{\pi^2}{12}\,\frac{L}{[2(u_f-1)]^{3/2}} .
\end{equation}
Second, emission adds $\delta=e_nt$ to the exponent. With $g(s)=(1-e^{-s})/s$, equation (\ref{rate}) reads $f=s\,g(s+\delta)$. To first order the area changes by $\delta\int_0^\infty g'(s)\,ds=-\delta$, because $g$ falls from 1 to 0. The front is thus held back by $e_nt$ in $u$, or $\delta y_2=-e_nt\,L^2/y_f$ in depth.

Growth stops where $c_nn=e_n$, that is, at $u_T=\ln(c_nN_D/e_n)$. The final depth is
\begin{equation}
\lambda\simeq L\sqrt{2(u_T-1)} .
\label{lambda}
\end{equation}
This assumes that $u_T$ lies several units below $u_s$. By detailed balance $u_T-u_s$ is the trap depth minus the barrier height, in units of $kT$. When it approaches or exceeds zero, electrons emitted from the metal keep the traps partly or largely filled under reverse bias, so they do not start empty and the model does not apply.

\section{From filled depth to capacitance}

After the pulse the diode returns to reverse bias, with depletion width $W_R$. The voltage across the depleted layer is fixed, so $\int_0^W x(N_D-N_Tf)\,dx$ is fixed too. Extra filling $\Delta f$ must be offset by a wider layer: $N_DW_R\,\delta W=N_T\int x\,\Delta f\,dx$ to first order in $N_T/N_D$. Since $C\propto1/W$,
\begin{equation}
S\equiv-\frac{\Delta C}{C}=\frac{N_T}{N_DW_R^2}\int x\,\Delta f\,dx .
\label{signal}
\end{equation}
Traps within $\lambda$ of the reverse edge were filled before the pulse and do not count. With $W_P$ the width during the pulse, newly filled traps lie between $W_P-y_f$ and $W_R-\lambda$, so
\begin{equation}
S\simeq\frac{N_T}{2N_DW_R^2}\left[(W_R-\lambda)^2-(W_P-y_f)^2\right],
\quad
\frac{dS}{d\ln t}\simeq\frac{N_T}{N_D}\,\frac{(W_P-y_f)L^2}{W_R^2\,y_f}.
\label{gain}
\end{equation}
The slope falls for two reasons: the front slows, and it moves towards the metal, where trapped charge has less leverage on the capacitance.

\section{How large it is}

The example uses rough typical values for the phosphorus-vacancy pair in lightly doped silicon at 220~K: a level 0.45~eV below the conduction band, cross-section $3\times10^{-15}$~cm$^2$, $N_D=10^{14}$~cm$^{-3}$ and $N_T=10^{12}$~cm$^{-3}$. The barrier is 0.80~eV and the reverse bias 5~V. With a thermal speed of $1.96\times10^7$~cm/s,
\begin{equation}
\tau=\frac{1}{(3\times10^{-15})(1.96\times10^{7})(10^{14})}\ \mathrm{s}=0.17\ \mu\mathrm{s}.
\end{equation}
The emission time is 20~ms, so the tail has about five decades of time in which to fill. The lengths are $L=350$~nm, $W_P=2672$~nm and $W_R=8473$~nm. At $y=4L$ the local capture time is 1.4~ms, about 8000 times $\tau$.

At 100~$\mu$s the front is at $u_f=6.95$, so $y_f=350\sqrt{2(5.95)}\simeq1208$~nm. It moves 101~nm per factor $e$, or 234~nm per decade. The slope (\ref{gain}) becomes
\begin{equation}
\frac{dS}{d\log_{10}t}\simeq2.303\times0.01\times\frac{(2672-1208)(101.5)}{8473^2}
\simeq4.8\times10^{-5}.
\end{equation}
The computed signal rises by $6.1\times10^{-5}$ in the decade before 100~$\mu$s and by $4.1\times10^{-5}$ in the decade after, on either side of this local slope. From 10~$\mu$s to 1~ms the least-squares straight line in $\log t$ misses the curve by at most 7\% of the growth over that interval. That is the sense in which the filling is roughly logarithmic.

The corrections account for the small differences in depth. At 100~$\mu$s, $\delta y_1=-7$~nm takes 1208~nm to the computed 1201~nm. At 1~ms, $\delta y_1$ and $\delta y_2$ are each about $-4$~nm and take 1423~nm to about 1414~nm, as computed. At 1~$\mu$s, less than $6\tau$, the formula gives 575~nm against 510~nm. There $\delta y_1$ is $-65$~nm, more than a tenth of the depth, so the expansion is only rough, and its match to the difference is partly accidental. The 510~nm counts a shortfall of about 12~nm from neutral traps that are still empty (0.28\% of the 4190~nm between $W_P$ and $W_R-\lambda$), and this part grows with the reverse bias.

The final depth is 1610~nm, against 1616~nm from (\ref{lambda}). In (\ref{gain}) the tail then supplies about 13\% of the full signal. As a check on the cause, 99.8\% of the growth after $10\tau$, weighted as in (\ref{signal}), comes from the depleted side of the edge.

\section{What to do about it}

\paragraph{Extracting a cross-section.} Suppose the plateau is taken from a very long pulse and $S$ is fitted to $1-e^{-t/\tau}$. In the example the 0.1~$\mu$s point gives
\begin{equation}
\tau_{\rm app}=\frac{-0.1\ \mu\mathrm{s}}{\ln(1-1.244/3.202)}=0.20\ \mu\mathrm{s},
\end{equation}
which is 20\% above the true value. The 1~$\mu$s point gives 0.40~$\mu$s. This drift could be misread as a spread of cross-sections. Taking the plateau at 1~$\mu$s, about $6\tau$, brings the first figure down to 0.18~$\mu$s, 7\% high. A better course is to fit (\ref{signal}) with (\ref{rate}) and the Poisson profile, counting only traps that were empty before the pulse and leaving $c_n$ and $N_T$ free.

\paragraph{Extracting a density or a depth profile.} Use pulses several times longer than $1/e_n$, so that the filled region ends at the known position $W_P-\lambda$. Here 100~ms suffices. This requires a single level and negligible leakage.

\paragraph{Reducing or identifying the tail.} At fixed pulse bias, and once $W_R-\lambda$ exceeds $W_P$ (above about 0.9~V in the example), a larger reverse bias adds neutral traps but no tail traps, so the relative creep shrinks. Slow capture that follows one common law throughout the neutral material, as at extended defects whose trapped charge repels further electrons, would instead grow with the neutral contribution. Varying the reverse bias therefore helps to separate the two, provided the traps are uniform in depth and the field does not alter their emission.

\section{Real diodes and limits of the model}

The doping in the example is light, which makes the lengths long and the fast stage slow. For fixed $u_s$ and $u_T$ all lengths scale with $L\propto N_D^{-1/2}$, while $\tau\propto1/N_D$, so higher doping moves the fast stage to shorter pulses. Irradiated silicon also breaks the single-level assumption, since the divacancy has a level close in energy. A trap with three times the capture coefficient has its front further ahead by $\ln3$ in $u$, which by (\ref{front}) is about 107~nm at 100~$\mu$s. Circuit delay matters mainly for short pulses: losing 0.1~$\mu$s removes the whole of a 0.1~$\mu$s pulse, but moves the front by only 0.1~nm at 100~$\mu$s.

Other omissions are small here. Trap charge shifts the pulse profile by about 5~nm where $u=8$, in the part of the tail that the front crosses, and taking the single-valley mass $0.33\,m_0$ instead of $0.26\,m_0$ in the thermal speed shifts the front at 100~$\mu$s by about 12~nm at fixed cross-section (the total density-of-states mass $1.08\,m_0$ would shift it by about 75~nm). Dielectric relaxation takes 26~ps, far less than $\tau$, which supports the equilibrium profile. The peak field of 0.013~MV/cm makes tunnelling from the trap negligible. Temperature matters much more. At 300~K, with the same cross-section, the emission time is 19~$\mu$s and $\tau$ is about 0.15~$\mu$s, which leaves only two decades between $\tau$ and $1/e_n$, against five at 220~K, and the first part of that span is taken up by the fast stage. The numerical output lists the full set of values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature 220 K, kT = 18.96 meV
Donors 1.0e+14, traps 1.0e+12 cm^-3
Trap depth 0.45 eV, cross-section 3.0e-15 cm^2
Barrier 0.80 eV, reverse bias 5.0 V, pulse to 0 V
Relative permittivity 11.7
Masses: speed 0.26, density of states 1.08 m0
Thermal speed 1.961e+07 cm/s
Band density of states 1.769e+19 cm^-3
Debye length 350.1 nm
Surface bending: pulse 30.12 kT, reverse 293.9 kT
Depletion width: pulse 2672 nm, reverse 8473 nm
Neutral capture time tau = 0.1699 us
Emission rate 51.14 1/s, emission time 19.56 ms
Bending where capture equals emission u_T = 11.653 kT
Tail: y/L, n/ND Poisson, n/ND formula, local capture time (us)
  0  5.491e-01  3.679e-01  0.3095
  1  2.413e-01  2.231e-01  0.7043
  2  5.018e-02  4.979e-02  3.387
  3  4.088e-03  4.087e-03  41.57
  4  1.234e-04  1.234e-04  1377
Pulse (s), -dC/C (1e-3), filled depth past edge (nm), formula (nm)
  1e-07  1.2444  --  --
  1e-06  2.9466  510  575
  1e-05  3.0695  933  946
  1e-04  3.1301  1201  1208
  1e-03  3.1708  1414  1423
  1e-02  3.1961  1569  --
  1e-01  3.2019  1610  --
  1e+00  3.2019  1610  --
Final depth: Poisson 1610, formula 1616 nm
Share of growth after 10 tau from depleted side 99.84 %
Unfilled neutral traps after 1 us 0.278 %
Front at 100 us: bending 6.95 kT, depth 1208 nm
  field 1.87 kV/cm, kT/(qF) = 101.5 nm per e-fold
  local step rate 234 nm per decade
  formula signal gain 0.0476e-3 per decade
Worst misfit to log line, 10 us to 1 ms: 7.0 % of the growth
dC/C at 1 ms: full Poisson -3.1766e-3, formula -3.1708e-3
Neglected: trap-charge shift of profile 5.2 nm
  Coulomb barrier lowering at front, upper bound 9.6 meV
  peak reverse field 0.0131 MV/cm, tunnelling exponent 802
  degeneracy n/Nc 5.7e-06, frozen donors 1.2e-04
  front shift from choice of speed mass 11.6 nm
  dielectric relaxation 26 ps at mobility 2500 cm2/Vs
  hole/electron emission 1.8e-04 (hole cross-section 1e-13 cm^2)
  emission time at 300 K 18.7 us
\end{verbatim}
